# Exactness of the Quasi-Chemical Approximation for a One-Dimensional Adsorbate Row

## Definitions and conventions

A row has $N$ equivalent sites. Site $i$ is empty ($n_i=0$) or holds one adsorbate ($n_i=1$). Two adsorbates on adjacent sites have the energy $w$, so the interaction energy is $w\sum_i n_in_{i+1}$. Attraction means $w<0$. The row is closed into a ring, and $N\to\infty$ is taken at fixed temperature $T>0$ and finite $w$. I write

$$\beta=\frac1{kT},\qquad \eta=e^{-\beta w},\qquad z=e^{\beta(\mu-\varepsilon_0)},$$

where $\mu$ is the chemical potential and $\varepsilon_0$ the free energy of binding to an isolated site. A configuration has the weight $z^{\sum n_i}\,\eta^{\sum n_in_{i+1}}$.

The coverage is $\theta=p_1$, with $p_0=1-\theta$. The probability that a site is in state $a$ and its right neighbour in state $b$ is $p_{ab}$. Pairs are ordered, and $p_{01}=p_{10}$. Summing over one member of the pair gives

$$p_{11}+p_{01}=\theta,\qquad p_{00}+p_{01}=1-\theta. \tag{1}$$

At given $\theta$ one unknown remains, $x=p_{01}$.

The quasi-chemical approximation (QCA) with $q$ neighbours per site assigns to each site the entropy

$$\frac sk=(q-1)\sum_a p_a\ln p_a-\frac q2\sum_{ab}p_{ab}\ln p_{ab}.$$

It then minimises the free energy at fixed coverage. For the row, $q=2$. The claim is that the resulting pair probabilities, isotherm and free energy are those of the infinite row.

## First case: no interaction

For $w=0$ the weight is a product over sites, so $p_{ab}=p_ap_b$ and $p_{11}p_{00}/p_{01}^2=1$. One site has the partition sum $1+z$, hence $\theta=z/(1+z)$, the Langmuir isotherm. The QCA entropy becomes $-\sum_a p_a\ln p_a$, since $\sum_{ab}p_ap_b\ln(p_ap_b)=2\sum_ap_a\ln p_a$. This is the correct entropy of independent sites. What has to be shown is that the agreement survives $w\neq0$.

## What the pair entropy counts

Let $M$ adsorbates form $m$ islands on the ring. Cutting $M$ into $m$ ordered positive lengths can be done in $\binom{M-1}{m-1}$ ways, and the $N-M$ empty sites form $m$ gaps in $\binom{N-M-1}{m-1}$ ways. A marked island can start at any of $N$ sites, but each configuration is then counted once for each of its $m$ islands. The number of configurations is

$$g=\frac Nm\binom{M-1}{m-1}\binom{N-M-1}{m-1}.$$

Each island has one right-hand end, so $m=Nx$. Also $M=N\theta$, $M-m=Np_{11}$ and $N-M-m=Np_{00}$. Stirling's formula gives

$$\frac{\ln g}{N}\to\theta\ln\theta+(1-\theta)\ln(1-\theta)-p_{11}\ln p_{11}-2x\ln x-p_{00}\ln p_{00},$$

which is the QCA entropy for $q=2$. On a row, the pair entropy is therefore a true count to leading order in $N$. The transfer matrix below gives a proof that does not rest on this count and also yields probabilities for longer clusters.

## The quasi-chemical solution

The interaction energy per site is $wp_{11}=w(\theta-x)$. The free energy per site, without the binding term, is

$$\beta f=\beta w(\theta-x)+p_{11}\ln p_{11}+2x\ln x+p_{00}\ln p_{00}-\theta\ln\theta-(1-\theta)\ln(1-\theta).$$

At fixed $\theta$, both $p_{11}$ and $p_{00}$ fall by $dx$ when $x$ rises by $dx$. Therefore

$$\frac{\partial(\beta f)}{\partial x}=-\beta w-(\ln p_{11}+1)+2(\ln x+1)-(\ln p_{00}+1)=0.$$

The constants cancel, leaving

$$\frac{p_{11}p_{00}}{p_{01}^2}=e^{-\beta w}=\eta. \tag{2}$$

This is a mass-action law for the exchange of two mixed pairs for one full and one empty pair. The second derivative, $1/p_{11}+2/x+1/p_{00}$, is positive, so the stationary point is a minimum.

Inserting (1) into (2) gives $(\theta-x)(1-\theta-x)=\eta x^2$, or

$$(1-\eta)x^2-x+\theta(1-\theta)=0.$$

Define

$$R=\sqrt{1-4\theta(1-\theta)(1-\eta)} .$$

The roots are $(1\mp R)/[2(1-\eta)]$. For the upper sign, multiply numerator and denominator by $1+R$ and use $1-R^2=4\theta(1-\theta)(1-\eta)$:

$$p_{01}=\frac{2\theta(1-\theta)}{1+R}. \tag{3}$$

The other root is negative for $\eta>1$. For $\eta<1$ it exceeds $1/2$, hence exceeds the smaller of $\theta$ and $1-\theta$, and makes $p_{11}$ or $p_{00}$ negative. Equations (1) and (2) thus have one physical solution.

Two limits show its content. For infinitely strong repulsion, $\eta\to0$, and $\theta<1/2$, $R\to1-2\theta$ and $p_{01}\to\theta$: every adsorbate has an empty right neighbour. For very strong attraction, $R\to\infty$ and $p_{01}\to0$: the islands become long.

## The transfer matrix

Share each site's factor $z$ equally between its two bonds. The weight is then a product of bond factors $T_{n_in_{i+1}}$, with

$$T=\begin{pmatrix}1&\sqrt z\\ \sqrt z&z\eta\end{pmatrix},\qquad Z_N=\operatorname{Tr}T^N=\lambda^N+\lambda_-^N.$$

The eigenvalues follow from the trace $1+z\eta$ and the determinant $z\eta-z$:

$$\lambda,\lambda_-=\tfrac12(1+z\eta\pm S),\qquad S=\sqrt{(1-z\eta)^2+4z}.$$

Since $S>0$ and $\lambda+\lambda_->0$, $\lambda>|\lambda_-|$. Let $v=(v_0,v_1)$ be the normalised eigenvector of $\lambda$. Its components can be taken positive, because $(\lambda-1)v_0=\sqrt z\,v_1$ and $\lambda>1$.

Fixing two neighbouring sites leaves $N-1$ bonds to sum over:

$$p_{ab}=\frac{T_{ab}(T^{N-1})_{ba}}{\operatorname{Tr}T^N}\longrightarrow\frac{v_aT_{ab}v_b}{\lambda}. \tag{4}$$

Here $T^{N-1}\to\lambda^{N-1}vv^{\mathsf T}$ was used. Summing over $b$ with $Tv=\lambda v$ gives $p_a=v_a^2$. Now form the ratio in (2):

$$\frac{p_{11}p_{00}}{p_{01}^2}=\frac{T_{11}T_{00}\,v_1^2v_0^2}{T_{01}^2\,v_0^2v_1^2}=\frac{z\eta}{z}=\eta.$$

The eigenvector and the activity cancel. The exact pair probabilities obey the same mass-action law and the same sum rules as the QCA, and the physical solution is unique. They are therefore equal for either sign of $w$ and every coverage between 0 and 1.

For $w=0$ the determinant vanishes, $\lambda=1+z$ and $\lambda_-=0$, which restores the first case.

## The isotherm and the finite ring

From (3),

$$p_{00}=(1-\theta)\left(1-\frac{2\theta}{1+R}\right)=(1-\theta)\frac{1+R-2\theta}{1+R}.$$

Equation (4) gives $p_{00}=v_0^2/\lambda=(1-\theta)/\lambda$ and $p_{01}/p_{00}=\sqrt z\,v_1/v_0$. Hence

$$\lambda=\frac{1+R}{1+R-2\theta},\qquad z=\frac{1-\theta}{\theta}\left(\frac{p_{01}}{p_{00}}\right)^2=\frac{4\theta(1-\theta)}{(1+R-2\theta)^2}. \tag{5}$$

The QCA has its own activity, $\ln z_{\rm Q}=\partial(\beta f)/\partial\theta$. The derivative can be taken at fixed $x$ because $f$ is stationary in $x$:

$$\ln z_{\rm Q}=\beta w+\ln\frac{p_{11}(1-\theta)}{p_{00}\theta}=\ln\frac{p_{01}^2(1-\theta)}{p_{00}^2\theta}.$$

The last step uses (2). This agrees with (5), so the isotherms are identical.

For the inverse isotherm, write $T=\lambda vv^{\mathsf T}+\lambda_-(1-vv^{\mathsf T})$. Its 11 element gives $\theta=v_1^2=(z\eta-\lambda_-)/S$, or

$$\theta=\frac12\left[1+\frac{z\eta-1}{S}\right].$$

The eigenvalue ratio $r=\lambda_-/\lambda$ follows from the determinant and (5):

$$r=-\frac{z(1-\eta)}{\lambda^2}=-\frac{4\theta(1-\theta)(1-\eta)}{(1+R)^2}=-\frac{1-R^2}{(1+R)^2}=\frac{R-1}{R+1}.$$

A ring of $N$ sites has $\ln Z_N/N=\ln\lambda+\ln(1+r^N)/N$. At fixed activity its deviation from the QCA vanishes exponentially. If the number of adsorbates is fixed instead, the deviation falls only as $1/N$; for $\theta=0.75$ and $\eta=2.63$, $p_{11}$ lies about $0.22/N$ below its limit. An open row also has ends, whose effect per site falls as $1/N$.

## The free energy and its minimum

Let $p_{ab}$ now be any trial pair distribution with $p_{01}=p_{10}$, and let $p^*_{ab}$ be the exact one at activity $z$. Since $\sum p_{ab}\ln T_{ab}=\theta\ln z-\beta wp_{11}$, the pair functional is

$$\beta f-\theta\ln z=\sum_{ab}p_{ab}\ln p_{ab}-\sum_ap_a\ln p_a-\sum_{ab}p_{ab}\ln T_{ab}.$$

By (4), $T_{ab}=\lambda p^*_{ab}/\sqrt{p^*_ap^*_b}$. Substitution gives

$$\beta f-\theta\ln z=-\ln\lambda+\sum_{ab}p_{ab}\ln\frac{p_{ab}/p_a}{p^*_{ab}/p^*_a}. \tag{6}$$

The last sum is not negative. To see this, apply $\ln y\le y-1$ to the inverse ratio; the resulting bound is $\sum_{ab}p_a\,p^*_{ab}/p^*_a-1=0$. The sum vanishes at $p=p^*$. The minimum is therefore $-\ln\lambda$, the exact grand potential per site in units of $kT$. For $w=0$ it is $-\ln(1+z)$, as it should be.

## Three sites and the desorption rate

Rates need more than pairs. Fixing three successive sites as in (4) gives

$$p_{abc}=\frac{v_aT_{ab}T_{bc}v_c}{\lambda^2}=\frac{p_{ab}p_{bc}}{p_b}.$$

Given the state of the middle site, its two neighbours are independent.

Suppose that an adsorbate with $n$ occupied neighbours desorbs at the rate $k_0e^{n\beta w}$. This assumes that neighbours shift the adsorbed state but not the transition state, so attraction slows desorption. Each neighbour of an adsorbate is empty with probability $p_{01}/\theta$ and occupied with probability $p_{11}/\theta$. The mean rate per site is

$$\rho=k_0\theta\left[\frac{p_{01}+p_{11}/\eta}{\theta}\right]^2.$$

By (2), $p_{11}/\eta=p_{01}^2/p_{00}$. The numerator becomes $p_{01}(p_{00}+p_{01})/p_{00}=p_{01}(1-\theta)/p_{00}$, and (5) then gives

$$\rho=k_0z(1-\theta). \tag{7}$$

As $\theta\to1$ every adsorbate has two neighbours, and the definition gives $\rho\to k_0/\eta^2$.

If empty sites are filled at the rate $\alpha$ whatever their neighbours, a steady state needs $\alpha=k_0z$. Filling a site with $n$ occupied neighbours multiplies the equilibrium weight by $z\eta^n$, while the reverse rate is $k_0\eta^{-n}$. The two flows balance for each pair of configurations. The equilibrium distribution is thus stationary even without surface diffusion. During a transient this argument no longer applies.

## Condensation, and the comparison with mean field

To differentiate (5), set $u=1-2\theta$ and $g=\theta(1-\theta)$, so that $4g=1-u^2$. From the definition of $R$, $R'=-u(1-R^2)/(2gR)$. Then

$$2-R'=\frac{(1-u^2)R+u(1-R^2)}{2gR}=\frac{(R+u)(1-uR)}{2gR},$$

$$\frac{d\ln z}{d\theta}=\frac ug+\frac{2(2-R')}{R+u}=\frac ug+\frac{1-uR}{gR}=\frac1{\theta(1-\theta)R}>0. \tag{8}$$

The isotherm has no loop: the row does not condense at $T>0$.

Mean field replaces $p_{11}$ by $\theta^2$, which gives $z_{\rm MF}=\theta e^{2\beta w\theta}/(1-\theta)$. Its logarithmic slope at half coverage is $4+2\beta w$. For attraction this is negative below $T=|w|/2k$, a false condensation. At $\theta=1/2$ itself, $R=\sqrt\eta$ and both isotherms give $z=1/\eta$. At low coverage, expansion gives

$$z=\theta[1+(3-2\eta)\theta+\dots],\qquad z_{\rm MF}=\theta[1+(1+2\beta w)\theta+\dots].$$

Because $\eta\ge1-\beta w$, mean field overestimates the activity there.

## Hydrogen on a germanium dimer row

On Ge(001) the surface atoms form rows of dimers. Let one site be one dimer and one adsorbate a pair of hydrogen atoms on it, leaving as H$_2$. I take $T=600$ K, $w=-0.05$ eV, $\theta=0.75$, a barrier of 1.6 eV for an isolated pair and a prefactor of $10^{13}$ s$^{-1}$. These are round model values, not measurements.

With $kT=0.0517$ eV, $\eta=e^{0.967}=2.630$. Then

$$R=\sqrt{1+4(0.75)(0.25)(1.630)}=1.491,\qquad p_{01}=\frac{0.375}{2.491}=0.151,$$

so $p_{11}=0.599$ and $p_{00}=0.099$. A random row would have $p_{11}=0.563$. The activity is $z=0.75/(0.991)^2=0.764$.

The isolated-pair rate is $k_0=10^{13}e^{-1.6/0.0517}=0.364$ s$^{-1}$. By (7), $\rho=0.364\times0.764\times0.25=0.069$ s$^{-1}$ per dimer. The steady state needs a supply of $k_0z=0.28$ s$^{-1}$ per empty dimer.

In growth from germane, GeH$_4$, each deposited atom brings two hydrogen pairs. If all hydrogen arrives this way and leaves as H$_2$, $\rho/2$ atoms are deposited per dimer and second. Using the equilibrium $\rho$ here assumes that hydrogen moves along the row fast enough to keep it in equilibrium, because the balance of flows above was shown only for pairs that arrive one at a time. The cubic cell, of side $a\approx0.566$ nm, holds eight atoms, and a dimer covers the area $a^2$. One atom per dimer therefore adds $a/8$ to the film, and the growth rate is

$$\frac{0.0694}{2}\times\frac{0.566}{8}\times60=0.15\ \text{nm/min}.$$

The same formulas at other coverages, with $T$ and $k_0$ held fixed, give:

| $\theta$ | $z$ | $z_{\rm MF}$ | growth, nm/min |
|---|---|---|---|
| 0.10 | 0.085 | 0.092 | 0.059 |
| 0.25 | 0.189 | 0.206 | 0.110 |
| 0.50 | 0.380 | 0.380 | 0.147 |
| 0.75 | 0.764 | 0.703 | 0.147 |
| 0.90 | 1.704 | 1.579 | 0.131 |

At $\theta=0.75$ the mean-field activity, inserted in (7), gives a rate 8 % below the exact one. Inserting $p_{11}=\theta^2$ in the definition of $\rho$ instead gives a rate 12 % above it. The two routes disagree because the first amounts to $k_0\theta e^{2\beta w\theta}$, the exponential of the mean neighbour energy, while the second averages the exponential itself, which is never smaller. The false condensation temperature of mean field is 290 K, so at 600 K its error is one of size, not of kind.

The growth rate passes through a maximum. By (7) and (8), $d\ln\rho/d\theta=1/[\theta(1-\theta)R]-1/(1-\theta)$, which vanishes at $\theta R=1$. At half coverage $\theta R=0.81$, and at $\theta=0.75$ it is 1.12, so the maximum lies between them. Beyond it, the slowing of desorption by attractive neighbours outweighs the larger number of pairs. This depends on the assumption that neighbours do not shift the transition state. If they shifted it as much as the adsorbed state, the rate would be $k_0\theta$ and would rise all the way to full coverage.

## Where exactness ends

Short loops in the lattice break the proof. If removing a bond splits the lattice into two unconnected parts, then $p_{ab}\propto L_aT_{ab}L'_b$ with one factor from each part, and these factors cancel in $p_{11}p_{00}/(p_{01}p_{10})$, leaving $\eta$. This holds on an open row and on any branched tree. A loop joins the two sites of the bond by a second path and spoils the cancellation. On the ring that path grows with $N$ and its influence dies out (the ratio is $1.0016\,\eta$ for six sites at the $z$ and $\eta$ of the example); on the square lattice it stays three bonds long. The QCA for $q=4$ still predicts (2), since energy and pair entropy are both multiplied by $q/2$. Summing all $2^{16}$ configurations of a $4\times4$ square lattice with periodic edges, at the same $\eta$ and at the activity $z=\eta^{-2}$ that makes the mean coverage one half, gives $p_{11}p_{00}/p_{01}^2=1.30\,\eta$. (Keeping only the configurations with exactly eight adsorbates gives $0.60\,\eta$ instead, because so small a cell is sensitive to whether the number or the activity is fixed.) Onsager's exact solution for the infinite square lattice gives $1.14\,\eta$, so about half of the excess comes from the small periodic cell and the rest is a true failure of the QCA.

For the dimer row, other effects can be sized by enlarging the model and adjusting $z$ numerically to keep $\theta=0.75$. The added energies are trial values. If each added attraction again shifts the adsorbed state but not the transition state, the balance of flows used above still holds, and the desorption rate is $k_0z$ times the fraction of empty dimers.

- An attraction of 0.01 eV between adjacent rows lowers the desorption rate by 25 %, from a transfer matrix for six coupled rows. Mean field explains the size: two extra neighbours give the factor $e^{-2(0.01)(0.75)/0.0517}=0.75$.
- The same attraction between second neighbours along the row lowers it by 24 %, from a transfer matrix whose states are pairs of sites.
- An open row of 50 dimers, 20 nm long, desorbs 2.7 % faster per dimer than the infinite row, since its ends lack attractive neighbours.
- Let splitting a hydrogen pair over two otherwise empty dimers cost 0.3 eV. A four-state transfer matrix then puts a single hydrogen atom on 2.4 % of the dimers and raises the rate by 0.5 %. A cost of 0.2 eV gives 6 % and 1.1 %.

The transient case was followed by integrating the master equation for a ring of ten dimers, initially full, with no supply and no diffusion. When the coverage has fallen to 0.75, $p_{11}=0.609$ and $p_{11}p_{00}/p_{01}^2=1.28\,\eta$. The mass-action law fails by 28 %, yet the desorption rate is only 4 % below its equilibrium value. A nearly correct rate is therefore weak evidence for a correct pair distribution.

With the chosen barrier and prefactor, an isolated pair at 600 K stays for about 3 s on average ($1/k_0$), and a pair whose two neighbours remain occupied for about 19 s ($\eta^2/k_0$). These times follow from the model values and are not a comparison with measurements on Ge(001). At the computed growth rate a film of 10 nm would take more than an hour. The rate is sensitive to all the energies. Lowering the barrier by 0.05 eV multiplies it by 2.6; lowering the barrier by 0.01 eV multiplies it by $e^{0.01/0.0517}=1.2$, an effect comparable to that of the 0.01 eV couplings above. Real rows also interact with one another, which breaks the assumption behind exactness; for the trial coupling this moves the rate by a quarter. The model omits the burial of dimers by the growing film, the detailed reaction path of germane, and any desorption in which H$_2$ forms from atoms on two adjacent dimers. Their effect has not been sized, and the last could change how the rate depends on neighbours. The theorem makes the statistics of the stated row exact; it does not make the energies or the reaction scheme accurate.
